# Voltage Probes on Helical Edges and the Limits of Time-Reversal Protection

**Q.** A helical edge carries one right mover and one left mover, and the two are time-reversed partners. Time reversal forbids scattering from one into the other. If I attach a nonmagnetic voltage probe, nothing breaks the symmetry and the voltmeter draws no current. The edge must therefore keep its conductance $e^2/h$, whatever the probe does. Where could this go wrong?

**A.** The first two statements are right for elastic scattering of a single electron, but the conclusion does not follow. Time reversal restricts coherent scattering amplitudes. A probe also absorbs electrons and emits others that carry no phase memory of them. We should see what the symmetry says once the probe is included as a terminal.

Call the source L, the drain R and the probe P. At a fixed energy, let $|n\rangle$ be the incoming modes of all three terminals, and choose the outgoing modes as their time reverses, $|\bar n\rangle=\Theta|n\rangle$. The operator $\Theta$ is antiunitary, and for spin one half $\Theta^2=-1$, so $\Theta|\bar n\rangle=-|n\rangle$. A scattering state is

$$\psi=\sum_n\left(a_n|n\rangle+b_n|\bar n\rangle\right),\qquad b=Sa .$$

Its time reverse is a solution at the same energy:

$$\Theta\psi=\sum_n\left(a_n^*|\bar n\rangle-b_n^*|n\rangle\right).$$

Here the incoming amplitudes are $-b^*$ and the outgoing ones are $a^*$. The same matrix must connect them, so $a^*=-Sb^*=-SS^*a^*$ for every $a$, and $SS^*=-1$. Unitarity gives $(S^*)^{-1}=S^T$. Hence

$$S=-S^T .$$

The diagonal elements vanish. Since L and R each have one incoming mode on this edge, $S_{LL}=S_{RR}=0$.

**Q.** That is my protection, and it holds with the probe attached.

**A.** It does, but look at what else it allows. Let $T_{ij}$ be the transmission probability from terminal $j$ to terminal $i$, summed over modes. Antisymmetry of $S$ gives $T_{ij}=T_{ji}$. An electron sent in from L cannot return coherently to L, so conservation of probability reads

$$T_{RL}+T_{PL}=1,\qquad T_{LR}+T_{PR}=1 .$$

Because $T_{RL}=T_{LR}$, the two absorption probabilities are equal:

$$T_{PL}=T_{PR}=p,\qquad T_{RL}=T_{LR}=1-p .$$

By the same reciprocity $T_{LP}=T_{RP}=p$: the probe emits equally into both directions. Time reversal does not require $p=0$.

It does exclude a probe with a single incoming mode. There would then be three incoming modes in all, and a $3\times3$ antisymmetric matrix obeys $\det S=\det S^T=\det(-S)=-\det S$. Its determinant is zero, which contradicts unitarity. An ordinary metal channel has two incoming spin modes, making four in all, and meets no such obstacle.

**Q.** Then let it absorb. The voltmeter has no net current, so every absorbed electron is replaced. What conductance do you get?

**A.** Replacement conserves the number of electrons, but not their direction. I use atomic units, $\hbar=e=1$, so that $e^2/h=1/(2\pi)$. Let $\mu_i$ be the electrochemical potential of terminal $i$, measured as an electron energy, and count particle current from L to R as positive. A one-dimensional mode has density of states $1/(2\pi v)$ per length and carries electrons at speed $v$. An energy window $d\mu$ therefore carries current $d\mu/(2\pi)$, with no dependence on $v$.

Assume for now that the probe has one potential $\mu_P$ for both spins. It receives $p\mu_L+p\mu_R$ and emits $2p\mu_P$, in units of $1/(2\pi)$. A floating probe has zero net current:

$$p(\mu_L-\mu_P)+p(\mu_R-\mu_P)=0
\quad\Rightarrow\quad
\mu_P=\frac{\mu_L+\mu_R}{2}\qquad(p>0).$$

To the right of the probe, the right mover contains a directly transmitted part and an emitted part, while the left mover comes fresh from R:

$$\begin{aligned}
2\pi I&=(1-p)\mu_L+p\mu_P-\mu_R\\
&=\left(1-p+\frac p2\right)\mu_L+\left(\frac p2-1\right)\mu_R\\
&=\left(1-\frac p2\right)(\mu_L-\mu_R).
\end{aligned}$$

Dividing by the bias $V=\mu_L-\mu_R$ and restoring units,

$$G=\frac{e^2}{h}\left(1-\frac p2\right).$$

The current to the left of the probe is the same, as it must be:

$$\mu_L-(1-p)\mu_R-p\mu_P=\left(1-\frac p2\right)(\mu_L-\mu_R).$$

A fraction $p$ of the electrons from L is absorbed, and half of the replacements travel back. For $p\to0$ the loss vanishes. For $p=1$ no electron passes directly, and $G=e^2/(2h)$.

**Q.** The zero-current condition seems to do a lot of work. What if I connect the probe to the drain instead?

**A.** Then $\mu_P=\mu_R$, and there are two different currents. The current leaving L is $\mu_L-(1-p)\mu_R-p\mu_R=V$, in units of $1/(2\pi)$. The part that reaches R along the edge is $(1-p)\mu_L+p\mu_R-\mu_R=(1-p)V$, and the remaining $pV$ leaves through the probe. The factor $1-p/2$ belongs to the floating probe.

**Q.** But an electron has turned from right mover into left mover. Is that not the forbidden process after all?

**A.** The forbidden process is a coherent amplitude from L back to L. Here one electron enters the reservoir and another leaves it, with no fixed phase relation between them.

You can see the role of phase by closing the probe. Replace its reservoir by a nonmagnetic, elastic wall that sends each electron back coherently. The whole system then has two incoming modes, one from L and one from R. Its scattering matrix is still antisymmetric and unitary, so

$$S=\begin{pmatrix}0&-s\\ s&0\end{pmatrix},\qquad |s|^2=1 .$$

The conductance is $e^2/h$ again, however strongly the edge is coupled to the closed region. An electron could return to L only by a path through that region. Each such path and its time reverse contribute opposite amplitudes, as $S=-S^T$ requires, so the returning amplitude cancels. The reservoir removes this interference.

**Q.** So any loss of phase is enough?

**A.** No. For a probe that touches only this edge, spin must also be mixed, whether inside the probe, on the way into it or on the edge itself. (A probe that reaches both edges of a strip can return electrons without mixing spin, because each spin moves in opposite directions on the two edges.) Suppose that spin is conserved on the edge and in the coupling, so that right movers exchange electrons with a spin-up population in the probe and left movers with a spin-down population. Give these populations potentials $\mu_u$ and $\mu_d$, and let spin flips carry a current $g(\mu_u-\mu_d)$ between them, with $g$ in units of $e^2/h$. Each population has zero net current:

$$p(\mu_L-\mu_u)=g(\mu_u-\mu_d)=p(\mu_d-\mu_R).$$

Write $\Delta_s=\mu_u-\mu_d$. The steps from $\mu_L$ to $\mu_u$ and from $\mu_d$ to $\mu_R$ are both $g\Delta_s/p$, so

$$V=\frac{g\Delta_s}{p}+\Delta_s+\frac{g\Delta_s}{p}
\quad\Rightarrow\quad
\Delta_s=\frac{pV}{p+2g}.$$

The current to the right of the probe is

$$2\pi I=(1-p)\mu_L+p\mu_u-\mu_R
=V-p(\mu_L-\mu_u)=V-g\Delta_s ,$$

and therefore

$$G=\frac{e^2}{h}\left(1-\frac{pg}{p+2g}\right).$$

With $g=0$ each population refills the direction it came from, and nothing is lost. With $g\gg p$ we recover $1-p/2$. Your intuition fits a probe that destroys phase but preserves spin, on an edge that conserves spin as well.

**Q.** A quantum Hall edge also survives voltage probes. Is it the same mechanism?

**A.** It resembles the $g=0$ case. On a chiral edge all electrons at the probe come from L and move towards R. Zero probe current means $p(\mu_L-\mu_P)=0$, so $\mu_P=\mu_L$. The outgoing mover carries $(1-p)\mu_L+p\mu_L=\mu_L$, and the conductance is unchanged. There is no returning channel on that edge to receive an electron. A helical edge has one, and time reversal alone does not keep a reservoir from filling it.

**Q.** These are balances of probabilities. Does a microscopic model with disorder agree?

**A.** Take a square-lattice topological insulator with spin matrices $s$, orbital matrices $\sigma$ and the Hamiltonian

$$\begin{aligned}
H={}&A(s_z\sigma_x\sin k_x+\sigma_y\sin k_y)\\
&+[M-2B(2-\cos k_x-\cos k_y)]\sigma_z\\
&+r(s_y\sin k_x-s_x\sin k_y),
\end{aligned}$$

with $A=M=1.6$, $B=1$ and $r=0.3$. The strip is 16 sites wide and the energy is 0.1. A section 6 sites long, between clean leads, has random site energies between $-0.25$ and $0.25$. All these terms respect time reversal, and the $r$ term mixes spin.

Without a probe the two edges together give $G=2.00000\,e^2/h$. An absorbing patch of 4 by 3 sites with broadening 0.8 is then placed on one edge. The computed absorption is $p=0.85874$ and the direct transmission from L to R is 1.14126. That is $2-p$: the free edge contributes 1 and the probed edge $1-p$. When the patch floats at a single potential, the conductance is $1.57063\,e^2/h$, equal to $2-p/2$ at the printed precision.

Two changes separate the causes. First, remove the patch and add a magnetic term $0.6\,s_x$ on the four outermost rows of one edge. Time reversal is broken, coherent backscattering appears, and $G$ falls to $1.0487\,e^2/h$. Second, set $r=0$, remove the disorder and the magnetic term, and attach a probe whose two spin populations float separately. It absorbs with $p=0.31319$, yet $G$ stays at $2.00000\,e^2/h$. Tie the two populations of this same probe to one common potential, and $G$ drops to $2-p/2=1.8434$ in the same units.

**Q.** What sets $p$ for a real contact?

**A.** Consider a uniform contact of length $\ell$ that gives the edge state a level broadening $\Gamma$, independent of energy. The amplitude of the right mover obeys

$$\left(-iv\frac{d}{dx}-\frac{i\Gamma}{2}\right)\psi=E\psi
\quad\Rightarrow\quad
\frac{d\psi}{dx}=\left(\frac{iE}{v}-\frac{\Gamma}{2v}\right)\psi .$$

Thus $|\psi|^2$ decays as $e^{-\Gamma x/v}$, and what is missing at the end has been absorbed:

$$p=1-e^{-\Gamma\ell/v}.$$

The left mover gives the same result. The law needs $\Gamma$ well below the bulk gap; a much stronger contact can absorb less than it predicts. The spin-preserving lattice probe above had $\Gamma=0.1$ and $\ell=6$ sites, with $v\approx1.6$. This law predicts $p=0.31322$, against 0.31319 from the lattice.

For an example, take $\hbar v=0.35$ eV nm, $\Gamma=0.0010$ eV and $\ell=200$ nm. Then

$$\frac{\Gamma\ell}{\hbar v}=\frac{0.0010\times200}{0.35}=0.571,
\qquad p=1-e^{-0.571}=0.435 .$$

The returned fraction is $p/2=0.218$, so $G=0.782\,e^2/h$, or 30.3 microsiemens. The resistance rises from 25.8 to 33.0 kΩ. At a bias of $10^{-4}$ V the current drops from 3.87 to 3.03 nA, while the probe sits halfway between source and drain. Its reading does not reveal $p$: by symmetry it is the midpoint for every $p>0$.

**Q.** At 1 K, $k_BT$ is about $0.9\times10^{-4}$ eV, comparable to that bias. Is linear response still justified?

**A.** For energy-independent $p$ you do not need it. Let $f_i(E)$ be the occupations. Zero probe current requires $\int(f_L+f_R-2f_P)\,dE=0$, whatever the shape of $f_P$. The current is then

$$\begin{aligned}
2\pi I&=\int\left[(1-p)f_L+pf_P-f_R\right]dE\\
&=\left(1-\frac p2\right)\int(f_L-f_R)\,dE
=\left(1-\frac p2\right)V .
\end{aligned}$$

The last step holds even if source and drain have different temperatures, as long as the relevant energies remain within the helical edge band.

If $p$ depends on energy, it stays inside the integrals. Zero probe current then means $\int p\,(f_L+f_R-2f_P)\,dE=0$, and the same steps give $2\pi I=\int(1-p/2)(f_L-f_R)\,dE$ at any bias. Linear response is needed only to turn this into a conductance that is a thermal average. Let $f$ be the equilibrium occupation, and let $\delta_i$ be the small shift of $\mu_i$, so that $f_i=f+(-f')\delta_i$. Choosing $\delta_P=(\delta_L+\delta_R)/2$ with an unchanged probe temperature makes $f_L+f_R-2f_P$ vanish at each energy. The charge and heat balances are then both satisfied to first order, and

$$G=\frac{e^2}{h}\int(-f')\left[1-\frac{p(E)}2\right]dE .$$

Because the balance holds at each energy, a probe that exchanges no energy gives the same answer. Energy loss is not what causes the reduction.

As a test, measure energy in units of $k_BT$ and take $p(E)=0.2+0.5/[1+((E-0.7)/1.3)^2]$. A direct balance at bias 0.02 gives $0.76336\,e^2/h$, and so does the thermal average. Doubling the bias multiplies the heat flowing into the probe by 4.000, as expected for a second-order effect.

**Q.** Real edges are not perfect even without my probe. Could I tell the difference?

**A.** For that we need the rule for several probes. Let $r$ and $l$ be the potentials carried by the right and left movers arriving at one probe. From the single-probe balance, the outgoing right mover carries

$$r'=(1-p)r+\frac p2(r+l)=\left(1-\frac p2\right)r+\frac p2\,l .$$

The conserved current, in units of $1/(2\pi)$, is $j=r'-l=(1-p/2)(r-l)$. The right mover's potential therefore drops by

$$r-r'=\frac p2(r-l)=\frac{p}{2-p}\,j .$$

Add these drops from L to R. At the end $r'-\mu_R=j$, so for independent floating probes

$$\frac1G=\frac{h}{e^2}\left(1+\sum_i\frac{p_i}{2-p_i}\right).$$

Two probes with $p=1$ give $G=e^2/(3h)$. The positions do not enter as long as the contacts are well separated, since there is no coherent backscattering to interfere. Many weak absorbers spread along an edge of length $L$ add a term $L/\lambda$, which defines a backscattering length $\lambda$.

Return now to the worked example. I take a half gap $\Delta=0.010$ eV, typical of HgTe quantum wells about 7 nm thick at low temperature. The value $\hbar v=0.35$ eV nm neglects the asymmetry between electron and hole bands. In the standard four-band model of such a well, that asymmetry lowers $\hbar v$ to about 0.24 eV nm, which would raise $p$ to about 0.56 and lower the single-probe $G$ to about $0.72\,e^2/h$. I chose $\Gamma$ to give an intermediate $p$, not as a typical value; a longer or more strongly coupled contact is closer to $p=1$, as long as the broadening is not so large that the absorption falls again. The assumption that real devices break most clearly is the otherwise perfect edge. With $L=1000$ nm and a rough $\lambda=5000$ nm,

$$\frac{e^2}{hG}=\frac1{0.7824}+0.2=1.478,\qquad G=0.677\,\frac{e^2}{h}.$$

This lowers the probed conductance by $0.106\,e^2/h$, about half the size of the probe's own effect. Without the probe the same edge would have $G=1/1.2=0.833\,e^2/h$. A single reading below $e^2/h$ therefore does not identify the probe as the cause. Compare the same edge with the coupling on and off, holding its other scattering fixed: within this series model the resistance of that edge changes by $(h/e^2)\,p/(2-p)$. The model assumes that backscattering on one side of the probe does not interfere with backscattering on the other. If those scatterers reflect coherently, which on a single helical edge requires broken time reversal, and the edge is coherent over that distance, the probe also disturbs this interference, and the change can be very different. In a two-terminal strip the opposite edge conducts in parallel, so its conductance must first be subtracted from each reading.

**Q.** And the other approximations?

**A.** They are smaller here. To allow for contact broadening near the bulk bands, suppose that it alters the exponent $\Gamma\ell/\hbar v$ by a relative amount $\Gamma/(2\Delta)=0.05$. Since $dp=(1-p)\,d(\Gamma\ell/\hbar v)$, $G$ changes by about

$$\tfrac12\times0.565\times0.571\times0.05=0.008$$

in units of $e^2/h$. The 5% is an assumed allowance, not a derived correction; the uniform lattice contact above deviates from the absorption law by far less. If $p$ varies over energies of order $\Delta$, thermal smearing enters at the scale $(\pi^2/6)(k_BT/\Delta)^2\approx10^{-4}$.

For incomplete spin mixing, subtract the two conductance formulas:

$$\frac p2-\frac{pg}{p+2g}=\frac{p^2}{2(p+2g)} .$$

A probe with $\nu=10^7$ states per eV and spin and a flip time $\tau=10^{-11}$ s, both rough, passes a spin-flip current $\nu(\mu_u-\mu_d)/\tau$. This means $g=h\nu/\tau\approx4100$, and the correction is about $10^{-5}$. For symmetric bands and a Fermi level at midgap, the exponential factors for thermally excited bulk carriers, $e^{-\Delta/k_BT}$, and for overlap of opposite edges across 1000 nm, $e^{-1000/35}$, are about $4\times10^{-51}$ and $4\times10^{-13}$. The numerical output lists these estimates. In the four-band model with its band asymmetry, the two edge branches cross only about 2.5 meV below the conduction band. With the Fermi level at that crossing, the factors rise to about $2\times10^{-13}$ and $8\times10^{-9}$, which are still negligible.

**Q.** Then my mistake was to treat "nonmagnetic" as "harmless".

**A.** Yes. A nonmagnetic probe leaves the coherent reflection at zero, but that alone guarantees the conductance only while the electrons stay coherent. Once they enter a floating reservoir, ask whether spin still tells the replacements which way to go. If it does not, half of them go back.

## Calculated quantities

```
LATTICE TESTS (G in e^2/h, two edges unless stated)
no probe, disorder and spin-orbit: G = 2.00000
magnetic perturbation, no probe: G = 1.0487
probe on one edge: p = 0.85874
direct transmission L to R = 1.14126
with floating probe: G = 1.57063
formula 2 - p/2 = 1.57063
spin-preserving probe: p = 0.31319, G = 2.00000
absorption law for that contact: p = 0.31322
chiral strip: p = 0.31319, G = 1.00000
thermal test: G = 0.76336, average = 0.76336
probe heat ratio on doubling bias = 4.000
WORKED EXAMPLE (one edge)
hbar v = 0.35 eV nm; half gap = 0.010 eV
Gamma = 0.0010 eV; contact = 200 nm
temperature = 1.0 K; kT = 8.617e-05 eV
Gamma l/(hbar v) = 0.5714
absorption p = 0.4353; returned fraction p/2 = 0.2176
G = 0.7824 e^2/h = 30.31 microsiemens
resistance = 32.99 kohm
unprobed resistance = 25.81 kohm
bias = 1.0e-04 V; current = 3.031 nA
unprobed current = 3.874 nA
probe potential above drain = 5.0e-05 V
strong-probe limit p = 1: G = 0.500 e^2/h
NEGLECTED EFFECTS (size of change in G, e^2/h)
edge length = 1000 nm; width = 1000 nm
rough backscattering length = 5000 nm
edge-state depth = 35.0 nm
rough probe states = 1e+07 per eV and spin
rough spin-flip time = 1e-11 s
spin-flip conductance g = 4136 e^2/h
edge backscattering: 1.06e-01
gap correction to p: 8.07e-03
thermal smearing: 1.22e-04
incomplete spin mixing: 1.15e-05
bulk activation: 4.00e-51
opposite-edge overlap: 3.90e-13
G with probe and backscattering = 0.6765 e^2/h
G with backscattering only = 0.8333 e^2/h
```
